# Irreducible Two-Body and Three-Body Signals in X-Ray Absorption Fine Structure: a program that tests the result

```python
# Result under test: the fine structure chi of an absorber with neighbours is
# a sum of irreducible signals gamma(S), obtained by inclusion-exclusion over
# subclusters; gamma(S) equals the sum of all closed scattering paths that
# visit every neighbour in S and no other neighbour.
# Site 0 is the absorber, sites 1, 2, 3 are neighbours. T holds the atomic
# scattering factors exp(i delta_l) sin(delta_l); G[a, b] carries a wave from
# site b to site a. Lengths are in angstrom, energies in eV, signals have no unit.
import itertools
import math
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.spatial.transform import Rotation
from scipy.special import lpmv, spherical_jn, spherical_yn

LMAX = 9
NL = (LMAX + 1) ** 2
L_OF = np.array([l for l in range(LMAX + 1) for m in range(-l, l + 1)])
L_BIG = np.array([l for l in range(2 * LMAX + 1) for m in range(-l, l + 1)])
HB2M = constants.hbar**2 / (2 * constants.m_e) / constants.e * 1e20
RADIUS, DEPTH = 1.0, 50.0
POS = np.array([[0, 0, 0], [2.5, 0, 0], [5.0, 0, 0], [0, 2.5, 0]], float)
P = slice(1, 4)  # the three p components


def harmonics(lmax, vectors):
    """Real orthonormal spherical harmonics for an array of vectors."""
    x, y, z = np.asarray(vectors, float).T
    cosine = z / np.sqrt(x * x + y * y + z * z)
    phi = np.arctan2(y, x)
    rows = []
    for l in range(lmax + 1):
        for m in range(-l, l + 1):
            n = abs(m)
            norm = math.sqrt((2 * l + 1) / (4 * math.pi)
                             * math.factorial(l - n) / math.factorial(l + n))
            value = norm * lpmv(n, l, cosine)
            if m > 0:
                value = value * math.sqrt(2) * np.cos(n * phi)
            elif m < 0:
                value = value * math.sqrt(2) * np.sin(n * phi)
            rows.append(value)
    return np.array(rows)


def sphere_grid(ntheta, nphi):
    u, wu = np.polynomial.legendre.leggauss(ntheta)
    phi = 2 * np.pi * np.arange(nphi) / nphi
    uu, pp = np.meshgrid(u, phi, indexing="ij")
    s = np.sqrt(1 - uu**2)
    points = np.stack([s * np.cos(pp), s * np.sin(pp), uu], axis=-1)
    return points.reshape(-1, 3), np.repeat(wu, nphi) * 2 * np.pi / nphi


def coupling_table():
    points, weights = sphere_grid(20, 40)
    big = harmonics(2 * LMAX, points)
    small = big[:NL]
    products = (small[:, None, :] * small[None, :, :]).reshape(NL * NL, -1)
    table = (products @ (big * weights).T).reshape(NL, NL, -1)
    power = L_OF[:, None, None] + L_BIG[None, None, :] - L_OF[None, :, None]
    sign = np.array([1.0, 0.0, -1.0, 0.0])[power % 4]
    return (4 * np.pi * table * sign).reshape(NL * NL, -1)


COUPLING = coupling_table()


def hankel(l, x):
    return spherical_jn(l, x) + 1j * spherical_yn(l, x)


def propagators(k, positions):
    pairs = list(itertools.permutations(range(len(positions)), 2))
    shifts = np.array([positions[a] - positions[b] for a, b in pairs])
    dist = np.linalg.norm(shifts, axis=1)
    waves = hankel(L_BIG[:, None], k * dist[None, :])
    waves = waves * harmonics(2 * LMAX, shifts)
    both = COUPLING @ np.hstack([waves.real, waves.imag])
    n = len(pairs)
    full = 1j * (both[:, :n] + 1j * both[:, n:])
    return {pair: full[:, i].reshape(NL, NL) for i, pair in enumerate(pairs)}


def well_t(k, depth=DEPTH):
    """Scattering factors of a square well, from matching at its edge."""
    l = np.arange(LMAX + 1)
    q = math.sqrt(k * k + depth / HB2M)
    inside = spherical_jn(l, q * RADIUS)
    slope = q * spherical_jn(l, q * RADIUS, derivative=True)
    x = k * RADIUS
    num = k * spherical_jn(l, x, derivative=True) * inside
    num = num - slope * spherical_jn(l, x)
    den = k * spherical_yn(l, x, derivative=True) * inside
    den = den - slope * spherical_yn(l, x)
    return (num / (den - 1j * num))[L_OF]


def system_matrix(T, G, sites):
    n = len(sites)
    matrix = np.eye(n * NL, dtype=complex)
    for i, a in enumerate(sites):
        for j, b in enumerate(sites):
            if a != b:
                matrix[i * NL:(i + 1) * NL, j * NL:(j + 1) * NL] = (
                    -T[a][:, None] * G[a, b])
    return matrix


def chi(T, G, neighbours):
    sites = (0,) + tuple(neighbours)
    rhs = np.zeros((len(sites) * NL, 3), complex)
    rhs[P] = np.diag(T[0][P])
    tau = np.linalg.solve(system_matrix(T, G, sites), rhs)
    return np.trace(tau[P]).imag / (3 * T[0][1].imag) - 1


def subsets(items):
    return [s for n in range(1, len(items) + 1)
            for s in itertools.combinations(items, n)]


def irreducible(T, G, neighbours):
    total = {s: chi(T, G, s) for s in subsets(neighbours)}
    gamma = {s: sum((-1) ** (len(s) - len(u)) * total[u] for u in subsets(s))
             for s in total}
    return gamma, total


def path_sums(T, G, nsites, max_order=400):
    """Sum paths step by step, recording which neighbours were visited."""
    start = np.zeros((NL, 3), complex)
    start[P] = np.eye(3)
    outgoing = {(0, frozenset()): start}
    by_order = []
    phase = 1 + 2j * T[0][1]
    for order in range(1, max_order + 1):
        field = {}
        for (site, seen), amplitude in outgoing.items():
            for target in range(nsites):
                if target == site:
                    continue
                visited = seen | {target} if target else seen
                key = (target, visited)
                field[key] = field.get(key, 0) + G[target, site] @ amplitude
        by_order.append({tuple(sorted(seen)):
                         (phase * np.trace(f[P])).imag / 3
                         for (site, seen), f in field.items() if site == 0})
        outgoing = {key: T[key[0]][:, None] * f for key, f in field.items()}
        if max(np.abs(f).max() for f in outgoing.values()) < 1e-13:
            return by_order
    raise AssertionError("path series did not converge")


def p_signal(matrix, t0):
    """Signal of a square return matrix, traced over its p-p block."""
    return ((1 + 2j * t0[1]) * np.trace(matrix[P, P])).imag / 3


def central_response(X, t0):
    return p_signal(X @ np.linalg.inv(np.eye(NL) - t0[:, None] * X), t0)


def three_body_closed(T, G, a, b):
    """Resummed three-body signal and its part with no direct a-b hopping."""
    Ta, Tb = np.diag(T[a]), np.diag(T[b])
    one = np.eye(NL)
    Da = np.linalg.solve(one - Ta @ G[a, b] @ Tb @ G[b, a], Ta)
    Db = np.linalg.solve(one - Tb @ G[b, a] @ Ta @ G[a, b], Tb)
    Aa = G[0, a] @ Ta @ G[a, 0]
    Ab = G[0, b] @ Tb @ G[b, 0]
    X = G[0, a] @ Da @ G[a, 0] + G[0, b] @ Db @ G[b, 0]
    X = X + G[0, a] @ Da @ G[a, b] @ Tb @ G[b, 0]
    X = X + G[0, b] @ Db @ G[b, a] @ Ta @ G[a, 0]
    pair = central_response(Aa, T[0]) + central_response(Ab, T[0])
    return (central_response(X, T[0]) - pair,
            central_response(Aa + Ab, T[0]) - pair)


def name(s):
    return "gamma%d(0,%s)" % (len(s) + 1, ",".join(map(str, s)))


def rms(values):
    return float(np.sqrt(np.mean(np.square(values))))


k0 = 4.0
t = well_t(k0)
T = [t] * 4
G = propagators(k0, POS)

# Phase shifts: edge matching against integration of the phase equation.
for l in (0, 1, 2, 3):
    def phase_slope(r, d, l=l):
        x = k0 * r
        wave = x * (np.cos(d) * spherical_jn(l, x)
                    - np.sin(d) * spherical_yn(l, x))
        return DEPTH / HB2M / k0 * wave**2
    run = solve_ivp(phase_slope, (1e-3, RADIUS), [0.0], rtol=1e-9, atol=1e-12)
    delta = run.y[0, -1]
    assert run.success
    assert abs(np.exp(1j * delta) * np.sin(delta) - t[l * l]) < 1e-6

# Propagator: re-expanded outgoing wave against its direct value.
r = np.array([0.15, -0.12, 0.2])
shift = POS[1] - POS[0]
direct_wave = 1j * hankel(L_OF, k0 * np.linalg.norm(r + shift))
direct_wave = direct_wave * harmonics(LMAX, [r + shift])[:, 0]
regular = spherical_jn(L_OF, k0 * np.linalg.norm(r)) * harmonics(LMAX, [r])[:, 0]
assert np.max(np.abs((regular @ G[1, 0] - direct_wave)[:9])) < 1e-6

gamma, total = irreducible(T, G, (1, 2, 3))

# Golden rule: integrate the absorber amplitude over incident directions.
directions, weights = sphere_grid(40, 80)
angular = (1j ** L_OF)[:, None] * harmonics(LMAX, directions)
incident = np.vstack([t[:, None] * angular
                      * np.exp(1j * k0 * (directions @ pos)) for pos in POS])
amplitude = np.linalg.solve(system_matrix(T, G, (0, 1, 2, 3)), incident)[P]
chi_golden = np.sum(np.abs(amplitude)**2 * weights) / (3 * t[1].imag) - 1
assert abs(chi_golden - total[1, 2, 3]) < 1e-8

# Visited-set path sums against inclusion-exclusion over matrix inverses.
hop = np.eye(4 * NL) - system_matrix(T, G, (0, 1, 2, 3))
radius_full = np.max(np.abs(np.linalg.eigvals(hop)))
assert radius_full < 1
orders = path_sums(T, G, 4)
for s in gamma:
    assert abs(sum(o.get(s, 0.0) for o in orders) - gamma[s]) < 1e-9

# Resummed three-body formula against subtraction of clusters.
via_centre = {}
for s in ((1, 2), (1, 3), (2, 3)):
    closed, via_centre[s] = three_body_closed(T, G, *s)
    assert abs(closed - gamma[s]) < 1e-9
    assert abs(via_centre[s]) > 1e-10

# The two directions round a triangle contribute equally.
forward = G[0, 2] @ (t[:, None] * (G[2, 1] @ (t[:, None] * G[1, 0])))
reverse = G[0, 1] @ (t[:, None] * (G[1, 2] @ (t[:, None] * G[2, 0])))
one_way = p_signal(forward, t)
other_way = p_signal(reverse, t)
assert abs(one_way - other_way) < 1e-10
assert abs(one_way + other_way - orders[2][1, 2]) < 1e-10

# Polarization-averaged signals do not depend on cluster orientation.
turn = Rotation.from_euler("xyz", [0.4, 0.7, -1.1]).as_matrix()
turned, _ = irreducible(T, propagators(k0, POS @ turn.T), (1, 2, 3))
assert max(abs(turned[s] - gamma[s]) for s in gamma) < 1e-9

# A transparent atom gives no signal unless it changes another potential.
silent = [t, t, 0 * t, t]
frozen, _ = irreducible(silent, G, (1, 2))
assert abs(frozen[1, 2]) < 1e-11
changed = [t, well_t(k0, DEPTH + 5), 0 * t, t]
false_signal = chi(changed, G, (1, 2)) - total[1,] - chi(silent, G, (2,))
assert abs(false_signal) > 1e-7

# Signals over a range of wave numbers, and bent chains of equal bonds.
ks = np.linspace(3.0, 5.0, 21)
series = {s: [] for s in gamma}
full = []
bent = {180: [], 150: [], 120: []}
for k in ks:
    tk = well_t(k)
    Gk = propagators(k, POS)
    gk, ck = irreducible([tk] * 4, Gk, (1, 2, 3))
    for s in gk:
        series[s].append(gk[s])
    full.append(ck[1, 2, 3])
    for angle in bent:
        turn_angle = math.radians(180 - angle)
        end = POS[1] + 2.5 * np.array([math.cos(turn_angle),
                                       math.sin(turn_angle), 0])
        Gb = propagators(k, np.array([POS[0], POS[1], end]))
        gb, _ = irreducible([tk] * 3, Gb, (1, 2))
        bent[angle].append(gb[1, 2])
series = {s: np.array(v) for s, v in series.items()}
full = np.array(full)
two_body = sum(v for s, v in series.items() if len(s) == 1)
three_body = sum(v for s, v in series.items() if len(s) == 2)
assert rms(bent[180]) > rms(bent[120])

# Angular-momentum convergence at the largest wave number.
short = np.where(L_OF < LMAX, tk, 0)
basis_change = abs(chi([short] * 4, Gk, (1, 2, 3)) - full[-1])
assert basis_change < 0.01 * rms(full)

print(f"well radius = {RADIUS:.1f} angstrom, depth = {DEPTH:.1f} eV")
for i, pos in enumerate(POS):
    print(f"site {i} position = {pos[0]:.1f} {pos[1]:.1f} {pos[2]:.1f} angstrom")
print(f"k = {k0:.1f} 1/angstrom, kinetic energy = {HB2M * k0**2:.2f} eV")
print(f"largest l = {LMAX}")
print(f"p-wave sin^2(delta) = {t[1].imag:.5f}")
print(f"spectral radius of the path series = {radius_full:.4f}")
print(f"path orders summed = {len(orders)}")
print("Signals at this k (no unit):")
for s in total:
    print(f"chi({','.join(map(str, s))}) = {total[s]:+.6e}")
for s in gamma:
    if len(s) > 1:
        print(f"{name(s)} = {gamma[s]:+.6e}")
print(f"chi(1,2,3) from incident waves = {chi_golden:+.6e}")
print("Path contributions by number of propagators n (no unit):")
for s in ((1,), (2,), (1, 2), (1, 3)):
    parts = [f"n={n}: {orders[n - 1].get(s, 0.0):+.4e}" for n in (2, 3, 4, 5)]
    print(name(s), ", ".join(parts))
print(f"one direction of triangle 0-1-2-0 = {one_way:+.6e}")
for s in via_centre:
    print(f"{name(s)} without direct neighbour hopping = {via_centre[s]:+.4e}")
for a, b in ((1, 2), (1, 3), (2, 3)):
    length = sum(np.linalg.norm(v) for v in (POS[a], POS[b], POS[a] - POS[b]))
    print(f"triangle path length 0-{a}-{b}-0 = {length:.4f} angstrom")
print(f"false gamma3 from 5 eV deeper well 1 = {false_signal:+.4e}")
print(f"RMS for k = {ks[0]:.1f} to {ks[-1]:.1f} 1/angstrom, {len(ks)} points:")
for s in series:
    print(f"rms {name(s)} = {rms(series[s]):.4e}")
print(f"rms full chi = {rms(full):.4e}")
print(f"rms error of two-body sum = {rms(full - two_body):.4e}")
print(f"rms error of two- plus three-body sum = "
      f"{rms(full - two_body - three_body):.4e}")
print(f"rms eta = gamma2(0,2)+gamma3(0,1,2): "
      f"{rms(series[2,] + series[1, 2]):.4e}")
for angle in bent:
    print(f"rms gamma3, bond angle {angle} degrees = {rms(bent[angle]):.4e}")
print(f"change of chi at k=5 when l=9 scattering is omitted = {basis_change:.2e}")
print("success")
```

Output:

```
well radius = 1.0 angstrom, depth = 50.0 eV
site 0 position = 0.0 0.0 0.0 angstrom
site 1 position = 2.5 0.0 0.0 angstrom
site 2 position = 5.0 0.0 0.0 angstrom
site 3 position = 0.0 2.5 0.0 angstrom
k = 4.0 1/angstrom, kinetic energy = 60.96 eV
largest l = 9
p-wave sin^2(delta) = 0.84746
spectral radius of the path series = 0.3180
path orders summed = 26
Signals at this k (no unit):
chi(1) = +5.846987e-04
chi(2) = +2.968419e-04
chi(3) = +5.846987e-04
chi(1,2) = +9.427141e-04
chi(1,3) = +4.720426e-04
chi(2,3) = +8.555908e-04
chi(1,2,3) = +4.498527e-04
gamma3(0,1,2) = +6.117352e-05
gamma3(0,1,3) = -6.973548e-04
gamma3(0,2,3) = -2.594976e-05
gamma4(0,1,2,3) = -3.542556e-04
chi(1,2,3) from incident waves = +4.498527e-04
Path contributions by number of propagators n (no unit):
gamma2(0,1) n=2: +5.8857e-04, n=3: +0.0000e+00, n=4: -3.9123e-06, n=5: +0.0000e+00
gamma2(0,2) n=2: +3.1206e-04, n=3: +0.0000e+00, n=4: -1.5124e-05, n=5: +0.0000e+00
gamma3(0,1,2) n=2: +0.0000e+00, n=3: +8.0842e-03, n=4: -8.1692e-03, n=5: +6.7267e-05
gamma3(0,1,3) n=2: +0.0000e+00, n=3: -9.9419e-04, n=4: +2.3695e-04, n=5: +6.2336e-05
one direction of triangle 0-1-2-0 = +4.042091e-03
gamma3(0,1,2) without direct neighbour hopping = -2.8182e-05
gamma3(0,1,3) without direct neighbour hopping = +1.0538e-04
gamma3(0,2,3) without direct neighbour hopping = -8.0151e-06
triangle path length 0-1-2-0 = 10.0000 angstrom
triangle path length 0-1-3-0 = 8.5355 angstrom
triangle path length 0-2-3-0 = 13.0902 angstrom
false gamma3 from 5 eV deeper well 1 = +4.8649e-03
RMS for k = 3.0 to 5.0 1/angstrom, 21 points:
rms gamma2(0,1) = 1.0385e-02
rms gamma2(0,2) = 5.0647e-03
rms gamma2(0,3) = 1.0385e-02
rms gamma3(0,1,2) = 2.0153e-02
rms gamma3(0,1,3) = 5.8608e-04
rms gamma3(0,2,3) = 2.6961e-04
rms gamma4(0,1,2,3) = 4.9433e-04
rms full chi = 3.1904e-02
rms error of two-body sum = 2.0200e-02
rms error of two- plus three-body sum = 4.9433e-04
rms eta = gamma2(0,2)+gamma3(0,1,2): 1.5796e-02
rms gamma3, bond angle 180 degrees = 2.0153e-02
rms gamma3, bond angle 150 degrees = 8.1691e-03
rms gamma3, bond angle 120 degrees = 4.7022e-03
change of chi at k=5 when l=9 scattering is omitted = 7.85e-09
success
```
